The tunnelling crossover temperature of a 1000 cm⁻¹ barrier

**Definitions and conventions**

A particle of mass m, such as a hydrogen atom hopping between two sites in an oxide layer, must cross a potential barrier V(x) of height V0. The energy E is measured from the reactant level, where V = 0, and Δ = V0 − E is the depth below the barrier top. Temperatures are given in K, wavenumbers in cm⁻¹ and energies in eV.

With x = 0 at the top, a smooth barrier has the form

V(x) ≈ V0 − ½ m ω² x².

The classical equation of motion there is

m d²x/dt² = −dV/dx = +m ω² x.

Its solutions are exp(ωt) and exp(−ωt). Written as an oscillation exp(iΩt), they require Ω² = −ω², so the frequency Ω = ±iω is imaginary. The real number ω measures how sharply the top is curved. It is quoted as a wavenumber ν̃ through

ω = 2πcν̃.

For ν̃ = 1000 cm⁻¹ this gives ω = 1.8837 × 10¹⁴ rad/s, and ħω = hcν̃ = 0.12398 eV.

The result to be derived is the crossover temperature

T_c = ħω/(2πk_B) = hcν̃/(2πk_B).

In the leading exponential estimate, the crossing energy that matters most lies at the barrier top above T_c and moves down into the barrier below T_c. This holds for a barrier that is nowhere narrower than the parabola fitted to its top; the last section gives a case where it fails. Three assumptions are made: the motion is one-dimensional, it exchanges no energy with its surroundings during the crossing, and the reactants are in thermal equilibrium.

**Back-of-envelope argument**

A particle at depth Δ has to tunnel, but such particles are more abundant than those at the top by the Boltzmann factor exp(Δ/k_BT). The question is whether the abundance pays for the tunnelling.

The barrier is entered and left where ½mω²x² = Δ, that is at x = ±x_t with

x_t = √(2Δ/(mω²)).

Inside, the wave decays at a rate of at most κ_max = √(2mΔ)/ħ, which it reaches under the top. If this rate held over the whole width 2x_t, the probability, being the square of the amplitude, would fall by exp(−2κ_max · 2x_t). The exponent is

4 κ_max x_t = (4/ħ) √(2mΔ) √(2Δ/(mω²)) = 8Δ/(ħω).

Cost and gain are both proportional to Δ, so Δ cancels when they are set equal:

Δ/(k_BT) = 8Δ/(ħω), or T = ħω/(8k_B).

Since ħω/k_B = 1438.78 K, this is about 180 K. The cost was overestimated, because the decay is slower near the edges, so the true temperature must be higher.

**The tunnelling cost**

Inside the barrier the Schrödinger equation reads

d²ψ/dx² = κ²ψ, with κ(x) = √(2m(V(x) − E))/ħ.

Put ψ = exp(S). Then ψ'' = (S'' + S'²)ψ, so

S'' + S'² = κ².

Where κ changes little over the distance 1/κ, the term S'' is small beside S'². The decaying wave then has S' = −κ, and its amplitude falls by exp(−∫κ dx). The condition fails close to the turning points, where κ = 0. For a thick barrier these short regions alter the factor in front but not the leading exponent. Squaring the amplitude gives

P(E) ≈ exp(−W/ħ), W(E) = 2 ∫ √(2m(V − E)) dx,

with the integral taken between the turning points.

For the parabola, V − E = Δ − ½mω²x² = ½mω²(x_t² − x²), hence

W = 2mω ∫ √(x_t² − x²) dx.

The integral from −x_t to x_t is the area of a half disc, πx_t²/2. Therefore

W = πmω x_t² = πmω · 2Δ/(mω²) = 2πΔ/ω.

The rough factor 8 is replaced by 2π; the ratio π/4 is that of a half disc to the rectangle enclosing it.

This exponent can be compared with a direct numerical integration of the Schrödinger equation. One starts from an outgoing wave on the far side of the parabola, integrates back through it, and separates the incident from the reflected wave. At a depth of 1.5 ħω this gives P = 8.069 × 10⁻⁵, while exp(−3π) = 8.070 × 10⁻⁵.

**The crossover**

Thermal particles arrive with a flux per unit energy proportional to exp(−E/k_BT). The reason is that the flux is speed times the number of states, which in one dimension is v dp/(2πħ), and v dp = dE. The contribution of each energy to the rate is thus proportional to P(E) exp(−E/k_BT). Relative to exp(−V0/k_BT), the contribution from depth Δ is

exp[Δ/(k_BT) − 2πΔ/(ħω)] = exp[Δ (1/(k_BT) − 2π/(ħω))].

If the bracket is negative, going deeper reduces the contribution, and the top is favoured. If it is positive, going deeper increases it. The sign changes when k_BT = ħω/(2π), which is the stated T_c. With the numbers,

T_c = 1438.78 K / 6.2832 = 228.99 K,

or about 229 K. The corresponding thermal energy k_BT_c is 0.0197 eV. The height of the barrier does not appear, and the mass enters only through ω.

The same temperature follows from the numerical waves without the action integral. Between depths of 2.5 ħω and 1.5 ħω, ln P rises by 6.2831. Setting this slope per ħω equal to ħω/(k_BT) again gives 228.99 K.

**A barrier of finite height**

The parabola has no bottom. Below T_c its estimate grows without limit as Δ increases, which only says that the parabola has been used too far from the top. A barrier with a foot on both sides is

V(x) = V0 / cosh²(x/a).

Near x = 0, 1/cosh²(x/a) ≈ 1 − x²/a², so ½mω² = V0/a² and

a = √(2V0/m)/ω.

To find W, differentiate it with respect to E. The turning points move too, but the integrand vanishes there, so they contribute nothing:

dW/dE = −√(2m) ∫ dx/√(V − E).

Use cosh² = 1 + sinh² to write

V − E = [V0 − E − E sinh²(x/a)]/cosh²(x/a).

With s = sinh(x/a) and ds = cosh(x/a) dx/a, the integral becomes

a ∫ ds/√(V0 − E − E s²) = πa/√E,

because the limits are the zeros of the root, between which the arcsine advances by π. Hence dW/dE = −πa√(2m)/√E. Since W(V0) = 0, integration gives

W = 2πa√(2m) (√V0 − √E).

From the expression for a, a√(2m) = 2√V0/ω, and so

W/ħ = (4π/(ħω)) (V0 − √(V0E)).

For small Δ, √(V0E) ≈ V0 − Δ/2, and the parabolic result 2πΔ/(ħω) returns.

The favoured energy minimises the total exponent

f(E) = E/(k_BT) + W(E)/ħ.

Its derivatives are

f' = 1/(k_BT) − (2π/(ħω)) √(V0/E),
f'' = (π/(ħω)) √V0 / E^(3/2).

The second is positive, so a zero of f' is a minimum. Using 2π/(ħω) = 1/(k_BT_c), the condition f' = 0 becomes √(V0/E) = T_c/T, or

E* = V0 (T/T_c)² for T < T_c.

For T ≥ T_c, f' is negative for all E below V0, and the smallest exponent in the range up to V0 is at the top. Above the top P tends to 1 and the Boltzmann factor still falls, so the top remains the favoured energy at this level of estimate.

Let t = T/T_c. Below T_c the two parts of the exponent are

E*/(k_BT) = (V0/(k_BT_c)) t,
W/ħ = (V0/(k_BT_c)) · 2(1 − t),

and their sum is

f(E*) = (V0/(k_BT_c)) (2 − t).

Above T_c it is V0/(k_BT) = (V0/(k_BT_c))/t. At t = 1 both brackets, 2 − t and 1/t, equal 1, and both have slope −1. The exponent therefore passes through T_c without a step or a kink. As T → 0 it tends to the finite value 2V0/(k_BT_c), whereas the over-barrier exponent grows without limit.

**Worked example**

Take round model values: V0 = 0.50 eV, ν̃ = 1000 cm⁻¹ and a proton as the particle. Then V0/(ħω) = 0.50/0.12398 = 4.03, so the barrier is fairly high on the quantum scale. Its length parameter is a = √(2V0/m)/ω = 52 pm, and V0/(k_BT_c) = 25.34.

At half the crossover temperature, T = 114.5 K, the favoured energy is

E* = 0.50 eV × (1/2)² = 0.125 eV.

The tunnelling exponent is 25.34 × 1.5 = 38.01, and the over-barrier exponent is 25.34 × 2 = 50.68. Tunnelling gains a factor exp(12.67) ≈ 3.2 × 10⁵ from the exponents alone.

**Comparison with the full transmission**

The exponential estimate can be set against the wave-mechanical P(E) of the same barrier. For this, the Schrödinger equation was solved with the Numerov method at 700 energies up to 3.5 V0. The table gives the energy at which P(E) exp(−E/k_BT) peaks, the share of the crossing flux carried below V0, and the ratio of the quantum flux to the classical flux, for which P jumps from 0 to 1 at V0.

| T (K) | peak (eV) | share below top | flux ratio |
|---|---|---|---|
| 114.5 | 0.125 | 100.0 % | 4.4 × 10⁶ |
| 229.0 | 0.444 | 91.8 % | 8.7 |
| 300.0 | 0.477 | 75.7 % | 3.1 |
| 458.0 | 0.498 | 49.4 % | 1.57 |
| 1000.0 | 0.522 | 20.2 % | 1.11 |

At T_c/2 the peak agrees with E* = 0.125 eV. The flux ratio, however, exceeds the factor 3.2 × 10⁵ found from the exponents. Most of the difference comes from the range of energies that contribute around E*. The flux ratio is

(1/(k_BT)) ∫ P(E) exp[(V0 − E)/(k_BT)] dE.

Near E* the integrand is a Gaussian, whose integral is its peak value times √(2π/f''). At E* = V0/4, E^(3/2) = V0^(3/2)/8, so f'' = 8π/(ħωV0) and

√(2π/f'') = ½√(ħωV0) = ½√(0.12398 × 0.50) eV = 0.1245 eV.

Division by k_BT = 0.00987 eV gives a factor of 12.6, and 12.6 × 3.18 × 10⁵ ≈ 4.0 × 10⁶. This is about 9 % below the numerical ratio. The remainder comes from the exponential form of P, which is too small by about this fraction at the energies that matter. The Gaussian integral adds practically no error here.

At T_c itself the peak is 0.056 eV below the top, not at it. Two things are at work. First, f' vanishes at the top when T = T_c, so f is very flat there. With f''(V0) = π/(ħωV0), f rises by 1 only at a distance of roughly √(2ħωV0/π) ≈ 0.2 eV below the top, and small corrections can move the peak a long way. Second, there is such a correction. The peak lies where the slope of ln P equals 1/(k_BT). The exponential estimate keeps a slope of about 2π/(ħω) right up to the top, but the true ln P must level off as P approaches 1. Its slope is already reduced near the top, so the condition is met lower down. At high temperature the required slope is small, and it is found above the top, as the last row shows.

The crossover is therefore not a switch between crossing over and tunnelling through. In this model three quarters of the flux at 300 K, well above T_c, still passes below the top, and the two shares become about equal only near 2T_c. What changes around T_c is how deep the peak lies. In the table it stays within half of ħω of the top from T_c upwards, and the flux exceeds the classical one by less than a factor of ten. At T_c/2 it lies about 3ħω below the top, and the flux ratio is above a million.

**Change of mass**

Replace the proton by a deuteron in the same potential. The curvature mω² is fixed by the potential, so ω is proportional to 1/√m. The wavenumber falls from 1000 to 707 cm⁻¹, and T_c falls in the same proportion, from 229 K to 162 K. This full reduction applies when the hydrogen isotope alone moves. If host atoms take part in the motion, the effective mass changes by a smaller ratio, and so does T_c.

**Where the estimate fails**

The derivative of W has a mechanical meaning. In the upside-down potential −V, a particle of energy −E has speed √(2(V − E)/m), and its time for a full swing between the turning points is

τ(E) = 2 ∫ dx/√(2(V − E)/m) = −dW/dE.

So f' = 1/(k_BT) − τ/ħ. For the finite barrier above, τ = (2π/ω)√(V0/E), which grows with depth; this is why E* leaves the top gradually.

Suppose instead that τ becomes steadily shorter with depth, as for a barrier whose flanks are steeper than its parabolic top suggests and which ends abruptly at V = 0. Then W(0), the integral of τ from 0 to V0, is less than 2πV0/ω. Tunnelling at the foot, with exponent W(0)/ħ, equals crossing at the top, with exponent V0/(k_BT), when

T = ħV0/(k_BW(0)) > ħω/(2πk_B) = T_c.

The favoured energy then jumps from the top to the foot at a temperature above T_c, and the curvature at the top no longer fixes the crossover. A barrier with a smooth foot cannot behave quite like this, because τ grows without limit as E → 0. If its flanks are steep, τ first shortens and then lengthens. The jump occurs when 1/(k_BT) equals the smallest value of W(E)/(ħ(V0 − E)), and it lands at an intermediate energy. For V = V0 exp(−u² − 6.5u⁴) with u = x/a, it occurs at about 1.37 T_c and lands near 0.26 V0, whereas the foot formula would give 1.27 T_c.

The estimate also needs V0 to be well above ħω. For the 1/cosh² barrier at E = V0/2, the true P exceeds the exponential form by about 10 % when V0 = 4ħω, but by about 44 % when V0 = ħω. If the reactant sits in a well, its energies are discrete and start at the zero-point level. The integral over E becomes a sum over levels, and E* cannot fall below the lowest of them. The law E* = V0 (T/T_c)² and the numbers of the worked example belong to the open 1/cosh² barrier and do not carry over to hopping between two sites. The double well V0(1 − x²/b²)² with the same V0 and ω has the same T_c. At T_c/2, however, its exponent has a minimum of 30.4 instead of 38.0, at 0.0045 eV, which is below its lowest level of 0.086 eV. Finally, coupling to other vibrations breaks the first two assumptions and changes E* and the rate below T_c, but it need not change T_c. A coupling that is linear in x alters the curvature at the saddle, and ω must then be the frequency of the unstable normal mode of the whole system. For V(x) + ½mω²(y − x)² with equal masses, that frequency is 0.786 ω, and the crossover falls in proportion. A coupling of the form ½mΩ²(y − cx²)² only bends the path. It leaves the saddle curvature unchanged and can only add to the exponent, so the crossover stays at 229 K.

Numerical values quoted here were computed with a short program.
